# Integrating the Fröhlich 1/q² Singularity on Grids and by Sampling

An electron in a polar semiconductor scatters by absorbing or emitting longitudinal optical phonons. In a bulk crystal with too few free carriers to screen it, their long-range electric field makes the squared coupling grow as \(1/q^2\) at small phonon wavevector \(q\); carrier screening or a two-dimensional layer changes this small-\(q\) form. The scattering rate is finite, because the volume element supplies \(q^2\,dq\), but a program that sums over a grid containing \(q=0\) meets an infinite entry. When the energy conservation is broadly smeared, the treatment of that entry can limit how fast the rate converges with the grid.

## The rate and its exact value

Take a parabolic band of mass \(m\), a dispersionless phonon of energy \(\hbar\omega\), and empty final states. The coupling conserves spin, so there is no sum over final spins. The rate is the out-scattering rate at leading order in the coupling (golden rule). Energies are in \(\hbar\omega\) and lengths in \(r_0=\sqrt{\hbar/2m\omega}\), so the electron energy is \(k^2\). With normalization volume \(V\),

\[
|g_q|^2=\frac{4\pi\alpha}{Vq^2},\qquad
\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar}\sqrt{\frac{m}{2\hbar\omega}}
\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).
\]

The electron's energy change is \(t=|\mathbf k+\mathbf q|^2-k^2=q^2+2\mathbf k\cdot\mathbf q\). Absorption needs \(t=1\) and has weight \(N\), the phonon occupation; emission needs \(t=-1\) and has weight \(N+1\). Replace each energy delta function by a normalized Gaussian \(G\) of standard deviation \(\eta\). The prefactor is \(2\pi\cdot4\pi\alpha/(2\pi)^3=\alpha/\pi\), so

\[
\Gamma=\omega\frac{\alpha}{\pi}I,\qquad I=\int d^3q\,\frac{f(\mathbf q)}{q^2},\qquad
f=N\,G(t-1)+(N+1)\,G(t+1).
\]

For a sharp energy change \(x\), the final momentum has length \(s=\sqrt{k^2+x}\). With \(\mu\) the cosine between \(\mathbf k\) and \(\mathbf q\),

\[
\int\frac{d^3q}{q^2}\,\delta(t-x)=2\pi\int dq\int_{-1}^{1}d\mu\,\delta(q^2+2kq\mu-x)
=\frac{\pi}{k}\int_{|s-k|}^{s+k}\frac{dq}{q}=\frac{\pi}{k}L(x).
\]

The limits are the triangle inequality for \(k\), \(s\) and \(q\). Since \((s+k)|s-k|=|x|\), we have \(L(x)=\ln[(s+k)^2/|x|]\). Setting \(x=\pm1\) gives the sharp result for \(k>1\),

\[
I_0=\frac{2\pi}{k}\left[N\,\mathrm{arsinh}\,k+(N+1)\,\mathrm{arcosh}\,k\right].
\]

Below threshold, \(k<1\), the emission term is absent, and as \(k\to0\) the rate tends to \(2\alpha N\omega\). The smeared integral is

\[
I=\frac{\pi}{k}\int_{-k^2}^{\infty}dx\,[N\,G(x-1)+(N+1)\,G(x+1)]\,L(x).
\]

This one-dimensional integral is the reference for every grid at the same \(\eta\).

The sharp shell never touches the origin, since its smallest wavevector is \(|s-k|>0\). The singularity enters through smearing, which gives the origin the weight \(f(0)=(2N+1)G(1)\). For a Gaussian this vanishes exponentially as \(\eta\to0\). A Lorentzian would give \((2N+1)\eta/[\pi(1+\eta^2)]\), which falls only linearly.

Smearing also shifts the answer. From \(s'=1/(2s)\), \(L'=-k/(xs)\) and

\[
L''(x)=\frac{k}{x^2s}+\frac{k}{2xs^3}.
\]

In a Taylor expansion about \(x=\pm1\) the Gaussian removes the linear term and gives the quadratic one the average \(\eta^2/2\). Hence, for small \(\eta\) and \(k>1\),

\[
I-I_0\simeq\frac{\pi\eta^2}{2k}\left[N L''(1)+(N+1)L''(-1)\right].
\]

## The correct weight at the origin

Let the grid be \(\mathbf q=h\mathbf n\), with integer vectors \(\mathbf n\), and let a prime mean that \(\mathbf n=0\) is left out. Consider first

\[
T(a)={\sum_{\mathbf n}}'\frac{e^{-an^2}}{n^2},\qquad
-T'(a)={\sum_{\mathbf n}}'e^{-an^2}=\left(\frac{\pi}{a}\right)^{3/2}-1+\text{(exponentially small)}.
\]

The last step is Poisson summation; the first neglected terms are of relative size \(e^{-\pi^2/a}\). Integrating over \(a\),

\[
T(a)=\frac{2\pi^{3/2}}{\sqrt a}+a-A .
\]

The constant \(A\) follows from one rapidly convergent sum at, say, \(a=0.3\): \(A=8.91363\). Put \(a=h^2\) and multiply by \(h\). The punctured grid sum of \(e^{-q^2}/q^2\) is then \(2\pi^{3/2}-Ah+h^3\), while its integral is \(4\pi\int_0^\infty e^{-q^2}dq=2\pi^{3/2}\). The error is therefore \(-Ah+h^3\).

For a general smooth, decaying \(f\), write \(f=f(0)e^{-q^2}+r\). The part of \(r\) linear in \(\mathbf q\) cancels between \(\mathbf q\) and \(-\mathbf q\). The quadratic part is \(\sum_{ij}M_{ij}q_iq_j\), with \(M_{ij}=\tfrac12\partial_i\partial_jf(0)+f(0)\delta_{ij}\). Multiply it by \(e^{-q^2}\) to make it decay; this changes only quartic and higher terms. After division by \(q^2\), reflections remove the off-diagonal terms, and cubic symmetry lets each \(q_i^2/q^2\) count as \(1/3\). What remains is \(\tfrac13\mathrm{tr}M\,e^{-q^2}\), a smooth function whose grid sum lacks only the origin. Its error is

\[
-\frac{h^3}{3}\mathrm{tr}M=-h^3\left[\frac{\nabla^2f(0)}{6}+f(0)\right].
\]

Adding the error of the first part, \(f(0)(-Ah+h^3)\), cancels the \(h^3f(0)\) terms:

\[
h^3{\sum_{\mathbf n}}'\frac{f(h\mathbf n)}{h^2n^2}-I=-A\,h\,f(0)-\frac{h^3}{6}\nabla^2f(0)+O(h^5).
\]

The cubic part is odd and cancels. The quartic part over \(q^2\) is homogeneous of degree two; its Fourier transform falls as \(|\mathbf G|^{-5}\), and the reciprocal grid vectors scale as \(1/h\), hence \(h^5\).

The recipe is to replace \(1/q^2\) at the origin by \(A/h^2\). This leaves an error of order \(h^3\). The Laplacian term can be removed as well. A six-neighbour difference gives

\[
\frac{h^3}{6}\nabla^2f(0)=\frac h6\Big[\sum_{6}f-6f(0)\Big]+O(h^5),
\]

so the origin entry becomes \((A-1)/h^2\) and the six nearest entries become \(7/(6h^2)\).

## What cell averaging achieves

A natural alternative replaces \(1/q^2\) at the origin by its average over the central cell. Because \(\nabla\cdot(\mathbf q/q^2)=3/q^2-2/q^2=1/q^2\), and the flux through a vanishing sphere about the origin tends to zero, the integral over a unit cube is a surface integral over six equal faces:

\[
B=3\int_{-1/2}^{1/2}\!\!\int_{-1/2}^{1/2}\frac{dy\,dz}{y^2+z^2+\frac14}
=12\int_0^1du\,\frac{\arctan(1/\sqrt{1+u^2})}{\sqrt{1+u^2}}=7.674 .
\]

The second form uses \(y=u/2\), \(z=v/2\), symmetry, and the elementary \(v\) integral. The cell contributes \(B\,h\,f(0)\), leaving the first-order error \(-(A-B)hf(0)\). Averaging the central cell thus reduces the leading error by \(A/(A-B)\approx7.2\) but does not change its order. The missing \(A-B=1.24\) is the accumulated midpoint error of the other cells. They obey the same scaling with \(h\), so refinement does not make them negligible relative to the central one.

Averaging \(1/q^2\) in every cell removes the first-order term. The entries are \(w_{\mathbf n}/h^2\), where \(w_{\mathbf n}\) is the integral of \(1/x^2\) over the unit cell at \(\mathbf n\). This replaces the kernel by its convolution with a box of side \(h\). The convolution can be moved onto \(f\); the box has variance \(h^2/12\) along each axis, so \(f\) becomes \(f+(h^2/24)\nabla^2f+O(h^4)\).

There is also aliasing from the reciprocal grid vectors \(\mathbf G=2\pi\mathbf m/h\). For \(h=1\) the smoothed kernel has the transform

\[
\hat K(\mathbf p)=\frac{2\pi^2}{p}S(\mathbf p),\qquad S=\prod_i\frac{\sin(p_i/2)}{p_i/2}.
\]

Expand \(f\) about the origin. The constant term multiplies \(\hat K(\mathbf G)=0\), and the linear terms cancel between \(\pm\mathbf G\). The quadratic term gives \(-\tfrac16\nabla^2f(0)\sum_{\mathbf G}\nabla_p^2\hat K\). If two or more components of \(\mathbf m\) are nonzero, \(S\) is a product of small factors in different directions and the Laplacian vanishes. On an axis, with \(m>0\) and \(u=2\pi^2/p\),

\[
u=\frac{\pi}{m},\quad u'=-\frac1{2m^2},\quad S'=\frac{(-1)^m}{2\pi m},\quad S''=-\frac{(-1)^m}{2\pi^2m^2},
\]

so \(-\nabla_p^2\hat K=-(2u'S'+uS'')=(-1)^m/(\pi m^3)\). Six half-axes and \(\sum_{m\ge1}(-1)^m/m^3=-\tfrac34\zeta(3)\) give

\[
\text{error}=\frac{h^2}{24}\int d^3q\,\frac{\nabla^2f}{q^2}-\frac{3\zeta(3)}{4\pi}h^3\nabla^2f(0)+O(h^4).
\]

## Cauchy sampling

Random sampling has no origin entry, but its variance is finite only if the sampling density grows faster than \(1/q\) towards the origin. A density that grows as \(1/q^2\) cancels the singularity completely. Let the modulus be Cauchy distributed on the positive axis, \(q=\gamma\tan(\pi u/2)\) with \(u\) uniform on \((0,1)\), and let the direction be isotropic. Dividing the radial density by \(4\pi q^2\) gives the density in space and the estimator:

\[
p(\mathbf q)=\frac{\gamma}{2\pi^2q^2(\gamma^2+q^2)},\qquad
Y=\frac{f}{q^2p}=\frac{2\pi^2}{\gamma}(\gamma^2+q^2)f .
\]

The singularity has cancelled. The mean of \(Y\) is \(I\), its variance is finite,

\[
\sigma^2=\frac{2\pi^2}{\gamma}\int d^3q\,\frac{(\gamma^2+q^2)f^2}{q^2}-I^2,
\]

and the root-mean-square error of \(M\) independent samples is \(\sigma/\sqrt M\).

Drawing each Cartesian component from a Cauchy distribution is a different method. Its density at the origin is finite, \(p(0)=1/(\pi\gamma)^3\), so the estimator behaves as \(X\simeq f(0)/[p(0)q^2]\). A large value \(X>t\) requires \(q<\sqrt{f(0)/[p(0)t]}\), hence

\[
P(X>t)\simeq\frac{4\pi}{3}\,p(0)\left[\frac{f(0)}{p(0)\,t}\right]^{3/2}.
\]

The mean is finite, but the second moment contains \(\int dt\,2t\,P\sim\int dt\,t^{-1/2}\) and diverges. A standard error computed from the sample variance is then unreliable, because the variance it is meant to estimate is infinite.

## Pseudocode and cost

```
GRID (cubic, contains q = 0, spacing h)
  A = 2*pi^1.5/sqrt(a) + a - sum' exp(-a n^2)/n^2,  a = 0.3
  total = 0
  for each grid point q:
      if q is not 0:           kernel = 1/q^2
      if q = 0:                kernel = (A-1)/h^2
      if q is one of 6 nearest: kernel = 7/(6 h^2)
      total += h^3 * kernel * f(q)
  rate = omega * alpha/pi * total

SAMPLING
  repeat M times:
      q = gamma*tan(pi*u/2); mu uniform in (-1,1)
      Y = 2*pi^2*(gamma^2+q^2)/gamma * f(q,mu)
  rate = omega * alpha/pi * mean(Y)
```

The grid cost is one evaluation of \(f\) per point, proportional to \(h^{-3}\) at fixed box size; the corrected entries add nothing noticeable. All-cell averaging also needs a table of \(w_{\mathbf n}\), which symmetry reduces to one octant. Sampling costs one evaluation per sample.

## A worked case

Choose \(\hbar\omega=30\) meV, \(m=0.1\,m_e\), \(\varepsilon_\infty=10\), \(\varepsilon_s=12\), a temperature of 300 K, an electron energy of 60 meV and a smearing of 15 meV. Then \(k=\sqrt2\), \(\eta=0.5\), \(r_0=3.564\) nm, \(\alpha=0.1122\), \(N=0.4563\) and \(\omega=45.58\) rad/ps. The sharp formula gives \(I_0=8.027\), so

\[
\Gamma_0=45.58\times\frac{0.1122}{\pi}\times8.027\approx13.07\ \text{ps}^{-1},
\]

a lifetime of 76.5 fs. The ratio \(\Gamma_0/\omega\approx0.29\) is not very small, so corrections beyond the golden rule need not be negligible.

Numerical quadrature of the smeared formula gives \(I=8.597\) and a rate of 14.00 ps⁻¹, which is 7.1% above the sharp rate. The bias falls to 1.4% at \(\eta=0.25\) and 0.21% at \(\eta=0.1\). The quadratic law, with coefficient 1.627, predicts \(1.627\times0.25/8.027=5.1\%\) at \(\eta=0.5\), so higher terms matter there.

At the origin \(f(0)=0.2065\) and \(\nabla^2f(0)=17.24\). The grid fills a cube of half-width 4.2, and \(\mathbf k\) points along \((1,2,2)\). Errors in percent of the smeared \(I\) are:

| Treatment | \(h=0.2\) | \(h=0.1\) | \(h=0.05\) |
|---|---:|---:|---:|
| Origin omitted | −4.54 | −2.17 | −1.07 |
| Central average \(B\) | −0.85 | −0.33 | −0.15 |
| All cells averaged | +0.129 | +0.091 | +0.030 |
| Weight \(A\) | −0.255 | −0.033 | −0.0042 |
| \(A\) and Laplacian | +0.012 | +0.0004 | +0.00001 |

The last row uses the analytic Laplacian, not the six-neighbour difference. Between the two finer grids the observed orders are 1.02, 1.11, 1.59, 2.99 and 5.01. For omission at \(h=0.1\), the leading term is \(8.914\times0.1\times0.2065=0.184\), or 2.14% of \(I\); the Laplacian term supplies the other 0.03%.

The order 1.59 reflects two competing terms. With the Laplacian integral evaluated on the finest grid, the all-cell error is \(1.29h^2-4.95h^3\). At \(h=0.05\) this is \(0.00323-0.00062=0.00261\), against an observed 0.00260. The cancellation is stronger at larger \(h\), which flatters this method on the coarsest grid.

In physical units \(h=0.1\) is 0.02806 nm⁻¹. A simple cubic crystal with a 0.5 nm cell would need \(2\pi/(0.5\times0.02806)\approx448\) divisions per axis.

For radial Cauchy sampling with \(\gamma=1\), \(\sigma/I=1.68\). The predicted errors are 5.3% for 1000 samples and 1.7% for 10,000; batches drawn from two million samples gave 5.3% and 1.8%. Matching the 0.033% of weight \(A\) at \(h=0.1\) would take \((1.68/0.00033)^2\approx2.6\times10^7\) samples, against about \(85^3\approx6\times10^5\) grid points.

Component sampling, also with \(\gamma=1\), had median absolute errors of 8.3% and 2.9% at these sizes, against 3.6% and 1.3% for radial sampling. Both medians fell by nearly the same factor here, but the larger size has only 200 batches, too few to compare the convergence rates. The tail \(P\propto t^{-3/2}\) settles the question for large \(M\): the typical error of the mean eventually falls only as \(M^{-1/3}\), instead of \(M^{-1/2}\). The approach is slow, and the sizes used here are not yet in that regime: the median fell by about 2.9 over a decade, against \(10^{1/3}\approx2.15\) and \(10^{1/2}\approx3.16\).

## Stability and failure modes

**Unresolved shell.** The origin correction presumes that \(f\) is smooth on the scale \(h\). Since \(dt=2s\,ds\), the shell has thickness about \(\eta/(2s)\). Sampling a one-dimensional Gaussian of width \(\sigma_q\) at spacing \(h\) gives a leading relative aliasing error of up to \(2e^{-2\pi^2\sigma_q^2/h^2}\). At \(h=\sigma_q=\eta/(2s)\), here 0.14 for absorption, this estimate is about \(5\times10^{-9}\); at twice that spacing it is 1.4%. The shell is curved and only approximately Gaussian in \(s\), so these figures are a rough guide and not a bound. By this estimate a spacing of \(\eta/(2s)\) resolves the shell, and a somewhat larger one may suffice; the errors from the origin come on top. Once \(\eta\) is small enough that the origin terms lie below the accuracy sought, the need to resolve the shell sets the grid. At \(h=\eta/(2s)\) the leading omission error \(A\,h\,f(0)/I\) is still about 0.4% for \(\eta=0.35\) and about 0.01% for \(\eta=0.25\).

**Wrong order of limits.** Refine the grid at fixed \(\eta\), then reduce \(\eta\). In the example smearing raises the rate and omission lowers it. At \(h=0.2\) the combination is \(1.071\times0.955=1.02\) times the sharp rate, and refinement moves it away, towards 1.07. Agreement on the coarse grid is a cancellation of errors.

**Another grid or coupling.** The value of \(A\) belongs to a cubic grid through the origin and an isotropic \(1/q^2\). A skewed grid or an anisotropic dielectric tensor needs its own constant. If a short-range coupling is added to the Fröhlich amplitude, their cross term can vary as \(1/q\). For a constant coupling projected on the longitudinal direction, \(\mathbf D\cdot\hat{\mathbf q}\), this term is odd in \(\mathbf q\) and by scaling leaves an error of order \(h^3\). A part even in \(\mathbf q\), if a model contains one, leaves an error of order \(h^2\) and must be treated separately to retain third order.

**Truncated tails.** The box must contain the smeared shell. Here the nearest possible final momentum outside it is larger than \(4.2-1.414=2.79\), an energy change above 5.7, more than nine smearing widths beyond absorption. A slowly decaying line shape would need a separate estimate of the omitted tail.
